# How often does a substitutional dopant atom become mobile?

## Problem

A dopant on a substitutional site of a crystal is immobile. Now and then it is released into a mobile state, wanders through the crystal, and is captured on another substitutional site. One such journey is called an excursion.

Let $x$ be the net displacement along the depth axis in one excursion. Its probability density, the excursion kernel, is

$$w(x)=\frac{1}{2L}\,e^{-|x|/L},\qquad L=10\ \text{nm}.$$

The dopant diffusivity is $D=1\times10^{-16}\ \text{cm}^2/\text{s}$. Each substitutional atom has a constant probability $g$ per unit time of starting an excursion. Excursions are independent, the medium is uniform, and the time spent mobile is negligible beside the wait $1/g$.

1. Which motion of the mobile atom produces this kernel?
2. Find the mean wait between excursions.
3. A thin marker layer is annealed for 3600 s. What fraction of its atoms has never moved? Is a Gaussian profile adequate 40 nm from the layer?
4. On what length scale does Fick's law hold?
5. How far could the wait shift for boron in silicon near 1100 K?

## Hints

**Hint 1.** Let the mobile atom diffuse with diffusivity $D_m$ and be captured at a constant rate $r$. Integrate its density over all time.

**Hint 2.** Diffusivity is defined by the growth of a mean square displacement. Find the mean square for one excursion, then count excursions.

**Hint 3.** Treat atoms with no excursion and atoms with one excursion separately. The latter already give a lower bound on the tail.

**Hint 4.** Apply the balance of release and capture to a cosine profile.

**Hint 5.** Ask whether the quoted $D$ belongs to the same temperature, doping and defect population as the atom in question.

## Solution

### 1. Origin of the kernel

Release one mobile atom at $x=0$. Its density $n(x,t)$ obeys

$$\frac{\partial n}{\partial t}=D_m\frac{\partial^2 n}{\partial x^2}-rn,\qquad n(x,0)=\delta(x).$$

Define $m(x)=\int_0^\infty n\,dt$. The atom is eventually captured, so $n\to0$ at late times, and the left side integrates to $0-\delta(x)$. Therefore

$$D_m m''-rm=-\delta(x).$$

Away from the origin the decaying solution is $m=Ae^{-|x|/L}$, with $L^2=D_m/r$. Integrating the equation across the origin gives the jump in slope:

$$D_m[m'(0^+)-m'(0^-)]=-\frac{2D_mA}{L}=-1,
\qquad A=\frac{L}{2D_m}.$$

The density of capture positions is the capture rate times the time-integrated density:

$$w=rm=\frac{rL}{2D_m}e^{-|x|/L}=\frac{1}{2L}e^{-|x|/L},$$

where $r/D_m=1/L^2$ was used. The exponential thus describes diffusion ended by capture at a constant rate.

### 2. The mean wait

The kernel is even, so the mean displacement is zero. Its mean square is

$$\langle x^2\rangle=\frac{1}{L}\int_0^\infty x^2e^{-x/L}\,dx
=\frac{1}{L}(2L^3)=2L^2.$$

After $N$ excursions the position is $X=x_1+\cdots+x_N$. In the average of $X^2$, each cross term $\langle x_ix_j\rangle$ with $i\ne j$ is the product of two zero means. What remains is $N$ terms of size $2L^2$. With constant release probability and negligible mobile time, the mean of $N$ is $gt$, hence

$$\langle X^2\rangle=2gL^2t.$$

In one dimension diffusivity is defined by $\langle X^2\rangle=2Dt$. Equating the two expressions gives

$$D=gL^2,\qquad \frac1g=\frac{L^2}{D}.$$

Since $10\ \text{nm}=10^{-6}\ \text{cm}$,

$$\frac1g=\frac{(10^{-6}\ \text{cm})^2}{10^{-16}\ \text{cm}^2/\text{s}}
=10^4\ \text{s}\approx2.8\ \text{h}.$$

The factor 2 in the mean square cancels the 2 in the definition of $D$. The mean absolute displacement is $L$, but putting its square in place of $\langle x^2\rangle$ would give 5000 s.

Diffusivity alone does not fix the wait. At the same $D$, $L=5$ nm gives 2500 s and $L=20$ nm gives 40,000 s: longer excursions need to occur less often.

The result counts the excursions described by $w$. Suppose a fraction $q$ of all releases ends at the starting site and is left out of $w$. If all releases occur at rate $g'$, their full kernel is $q\delta(x)+(1-q)w(x)$. The returning part changes no profile, so the effective rate is $g=(1-q)g'$. With $q=1/2$, an atom is released every 5000 s on average, although $D$ and the profile are unchanged. "Becomes mobile" therefore has to mean "makes an excursion counted in $w$".

### 3. The marker layer after one hour

The probability $P_0$ of no excursion obeys $dP_0/dt=-gP_0$, so $P_0=e^{-gt}$. Here $gt=3600/10{,}000=0.36$, and

$$P_0=e^{-0.36}=0.698.$$

About 70% of the atoms have not moved. The wait is a mean and not a timetable: even after 10,000 s, a fraction $e^{-1}$, about 37%, would still be in place.

For exactly one excursion, let it start at time $s$. The atom must wait until $s$, be released, and then remain in place:

$$P_1=\int_0^t e^{-gs}\,g\,e^{-g(t-s)}\,ds=gt\,e^{-gt}.$$

One excursion ends farther than $X_0$ from the layer, on either side, with probability

$$2\int_{X_0}^{\infty}\frac{e^{-x/L}}{2L}\,dx=e^{-X_0/L}.$$

For $X_0=40$ nm, the once-moved atoms contribute

$$0.360\times0.698\times e^{-4}=4.6\times10^{-3}.$$

This is a lower bound on the tail, because atoms with several excursions add to it.

A Gaussian of the same variance has standard deviation

$$\sigma=\sqrt{2Dt}=\sqrt{2(0.01\ \text{nm}^2/\text{s})(3600\ \text{s})}=8.5\ \text{nm}.$$

Its fraction beyond 40 nm on both sides is $\operatorname{erfc}[X_0/(\sqrt2\,\sigma)]=2.4\times10^{-6}$. The Gaussian is therefore inadequate there, although its variance is right.

A simulation of one million atoms drew the waits and mobile lifetimes at random and let each atom diffuse until capture, without sampling $w$ itself. It gave an unmoved fraction of 0.698, a total tail fraction of $7.8\times10^{-3}$, and $D=0.01000\pm0.00004\ \text{nm}^2/\text{s}$, where the uncertainty is one standard error. The tail fraction has a standard error of about $0.1\times10^{-3}$; summing exactly over all numbers of excursions gives $7.7\times10^{-3}$. The total tail is about 3000 times the Gaussian value.

### 4. The range of Fick's law

Atoms leave each depth at rate $gC$ and arrive from other depths according to $w$:

$$\frac{\partial C}{\partial t}=g\left[\int w(x-x')C(x',t)\,dx'-C(x,t)\right].$$

For a profile varying as $\cos kx$, the integral multiplies the cosine by

$$\hat w(k)=\frac1L\int_0^\infty e^{-x/L}\cos(kx)\,dx
=\frac1L\,\frac{1/L}{1/L^2+k^2}=\frac{1}{1+k^2L^2}.$$

The amplitude consequently decays at the rate

$$g[1-\hat w(k)]=\frac{gL^2k^2}{1+k^2L^2}=\frac{Dk^2}{1+k^2L^2}.$$

For $kL\ll1$ this is Fick's result $Dk^2$. For $kL\gg1$ it tends to $g$: fine structure disappears as fast as atoms leave their sites, however fine it is. Broad profiles thus reveal the product $gL^2$, while sharp ones carry separate information on $g$ and $L$.

The condition is stricter than "period much longer than $L$" may suggest. A period of 100 nm is ten times $L$, yet $kL=2\pi L/(100\ \text{nm})=0.63$, and the decay rate is 0.72 of Fick's value. For a marker layer the far tail approaches the Gaussian slowly: the fraction beyond four standard deviations is still about 9 times the Gaussian value at $gt=10$ and 1.6 times at $gt=100$.

### 5. Boron in silicon near 1100 K

The chosen $D$ lies in the rough range of intrinsic boron diffusion in silicon near 1100 K. The value of $L$ is a model choice, not a measured constant, and the wait varies as its square. The estimates below start from $D$ as an intrinsic, equilibrium value and hold $L$ fixed.

*Temperature.* With a rough activation energy of 3.5 eV, a rise of 10 K multiplies $D$ by 1.4. At fixed $L$ the wait falls to about 7200 s. In real silicon $L=\sqrt{D_m/r}$ depends on temperature too, and for boron it shortens on heating. If, roughly, $L\propto e^{0.5\,\text{eV}/k_BT}$, the wait falls to about 6500 s instead.

*Doping.* Let $C=1\times10^{18}\ \text{cm}^{-3}$ and, roughly, $n_i=2\times10^{18}\ \text{cm}^{-3}$. Let the doped region be much wider than the screening length, here about 4 nm, so that it is locally neutral; a thin marker layer would not qualify. For fully ionized acceptors and nondegenerate carriers, neutrality reads $p-n_i^2/p=C$. With $c=C/n_i=0.5$ and $\eta=p/n_i$, this is $\eta^2-c\eta-1=0$, whose positive root is

$$\eta=\frac{c+\sqrt{c^2+4}}{2}=1.28.$$

Suppose a negative boron ion, a neutral interstitial and a hole form a neutral mobile pair. At a fixed concentration of neutral interstitials, $g$ is then proportional to $p$, and the wait becomes $10{,}000/1.28\approx7800$ s. Full ionization is only approximate here: the usual formula for an isolated acceptor leaves roughly 10% of the boron neutral at 1100 K, which lowers $\eta$ to about 1.25 and moves the wait to about 8000 s.

The apparent diffusivity rises further, because $g$ now varies with depth. In the balance of part 4, arrivals now come from $g(x')C(x')$, so this product stands inside the integral. The mobile pair is neutral and feels no electric field. If $D_m$ and $r$ are also taken as uniform across the doping gradient, $w$ stays even. Expanding the product about $x$ for slowly varying profiles, the first-order term vanishes and the second-order term has the coefficient $\langle x^2\rangle/2=L^2$:

$$\frac{\partial C}{\partial t}=L^2\frac{\partial^2(gC)}{\partial x^2}.$$

Comparing this with $\partial C/\partial t=-\partial J/\partial x$, and using $g=(D/L^2)\,\eta$ with the intrinsic $D$, gives the flux

$$J=-L^2\frac{d(gC)}{dx}=-D\,\frac{d(c\eta)}{dc}\,\frac{dC}{dx}.$$

Differentiating the root gives $d\eta/dc=\eta/\sqrt{c^2+4}$, so

$$\frac{d(c\eta)}{dc}=\eta\left(1+\frac{c}{\sqrt{c^2+4}}\right)=1.59.$$

If the quoted $D$ were this apparent value, $L^2/D$ would understate the wait by the factor $1.59/1.28=1.24$. The wait would then be about 12,400 s.

*Excess interstitials.* Implantation damage can break the equilibrium assumption during an anneal. If release is proportional to the interstitial concentration, an assumed hundredfold supersaturation shortens the wait to 100 s. Of the effects sized here, this is by far the largest. It holds only while the excess lasts, and only for boron that is not trapped in immobile boron-interstitial clusters, which this model omits. If $D$ was measured under the same supersaturation, its effect is already in $D$ and must not be applied again.

*Lattice steps.* Take hops of 0.136 nm along depth, one quarter of the rough silicon lattice constant. An excursion then contains about 11,000 hops on average. Using the decay length of the discrete kernel in $L^2/D$ changes the wait by about 1.5 parts in $10^5$, which is negligible here.

## Variations

### A. The exponential is given in three dimensions

Suppose the distance $R$ between release and capture has probability density proportional to $R^ne^{-R/L}$. Then

$$\langle R^2\rangle=L^2\frac{(n+2)!}{n!}=(n+2)(n+1)L^2.$$

For isotropic excursions $\langle x^2\rangle=\langle R^2\rangle/3$, and the wait is $\langle x^2\rangle/(2D)$. A density per unit volume acquires a factor $4\pi R^2$ when converted to a density in $R$. Three readings of "exponential" follow:

- Volume density proportional to $e^{-R/L}/R$: $n=1$, $\langle x^2\rangle=2L^2$, wait 10,000 s.
- Volume density proportional to $e^{-R/L}$: $n=2$, $\langle x^2\rangle=4L^2$, wait 20,000 s.
- Distance density proportional to $e^{-R/L}$: $n=0$, $\langle x^2\rangle=2L^2/3$, wait about 3300 s.

The first is the three-dimensional form of the original problem. Its normalized density is $e^{-R/L}/(4\pi L^2R)$. At fixed depth $x$, with lateral distance $\rho$, one has $R^2=x^2+\rho^2$ and $\rho\,d\rho=R\,dR$. Summing over the plane gives

$$\int_{|x|}^\infty\frac{e^{-R/L}}{4\pi L^2R}\,2\pi R\,dR
=\frac{1}{2L^2}\,L\,e^{-|x|/L}=w(x).$$

### B. The mobile time is not neglected

Let $f$ be the steady fraction of time an atom is mobile. Release balances capture, $g(1-f)=rf$, so $f=g/(g+r)$. The mean square displacement grows at the rate $2D_m$ while the atom is mobile and does not grow otherwise. At long times, using $D_m=rL^2$,

$$D=fD_m=\frac{grL^2}{g+r}=\frac{gL^2}{1+g/r}.$$

Inverting this relation gives

$$\frac1g=\frac{L^2}{D}-\frac1r.$$

The ratio $L^2/D$ is thus the mean length of a full cycle, wait plus flight. For a rough $D_m=10^{-6}\ \text{cm}^2/\text{s}$, the flight lasts $1/r=L^2/D_m=10^{-6}$ s, and neglecting it changes $D$ by about one part in $10^{10}$. In the opposite limit, $g\gg r$, the atom is almost continuously mobile and $D$ tends to $D_m$; the picture of rare excursions then no longer applies.

The numerical output below lists the main values used here.

## Calculated quantities

```
Dopant diffusivity: 1.0e-16 cm^2/s = 0.01 nm^2/s
Kernel decay length: 10.0 nm
Kernel mean absolute displacement: 10.000 nm
Kernel mean square displacement: 200.000 nm^2
Excursion rate: 1.000e-04 1/s
Mean wait: 10000.0 s = 2.778 h
Wait if mean distance is wrongly squared: 5000.0 s
Wait for L = 5 nm: 2500.0 s
Wait for L = 20 nm: 40000.0 s
Wait, 3D density exp(-r/L)/r: 10000.0 s
Wait, 3D density exp(-r/L): 20000.0 s
Wait, radial distance exp(-r/L): 3333.3 s
Anneal time: 3600 s
Mean excursions per atom: 0.360
Unmoved fraction, formula: 0.6977
Unmoved fraction, simulation: 0.6979
Root mean square spread: 8.485 nm
Simulated atoms per run: 1000000
Simulated diffusivity: 0.01000 nm^2/s
Its standard error: 0.00004 nm^2/s
Tail distance, both sides: 40.0 nm
Once-moved tail fraction, formula: 4.600e-03
Once-moved tail fraction, simulation: 4.670e-03
Total tail fraction, simulation: 7.784e-03
Gaussian tail fraction: 2.428e-06
Test profile period: 100.0 nm; kL = 0.6283
Its effective diffusivity / D: 0.7170
Release interval if half return to origin: 5000.0 s
Simulated D with half returning: 0.00999 nm^2/s
Rough mobile diffusivity: 1.0e-06 cm^2/s
Mean mobile lifetime: 1.000e-06 s
Relative D change from mobile time: -1.00e-10
Silicon lattice constant, rough: 0.543 nm
Hop distance along depth: 0.13575 nm
Mean hops per excursion: 10853
Relative wait change from lattice: -1.54e-05
Temperature, rough: 1100 K
Activation energy of D, rough: 3.50 eV
D factor for +10 K: 1.395
Wait at +10 K, fixed L: 7170 s
Boron concentration: 1.0e+18 cm^-3
Intrinsic concentration, rough: 2.0e+18 cm^-3
Hole ratio p/n_i: 1.2808
Wait with doping enhancement: 7808 s
Apparent D / intrinsic D with doping: 1.5914
Assumed interstitial supersaturation: 100
Wait with supersaturation: 100.0 s
```
